# Peak temperature of an end-cooled Wiedemann-Franz filament: a numerical check

```python
"""
Peak temperature of an end-cooled filament obeying the Wiedemann-Franz law.

Result under test:  theta_m^2 = theta_0^2 + 3 V^2 / (4 pi^2)
  theta   = kB * temperature (eV); theta_0 at the contacts, theta_m at the peak
  V       = applied voltage times the elementary charge (eV)
  u       = energy drop per carrier measured from the left contact (eV)
Whole profile:      theta^2 = theta_0^2 + (3/pi^2) u (V - u)

The independent road solves charge and heat flow in position space.
Position s runs from 0 to 1 along the filament. Conductance is measured in
units of that of the uniform cold filament, so current is in eV and
heat flow in eV^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.special import expit

kB = constants.k / constants.e          # eV per kelvin
ambient_K = 300.0
V = 0.4
length = 200.0                          # angstrom
theta0 = kB * ambient_K

# Lorenz factor from Fermi functions, constant transport function of energy
step = 1e-3 * theta0


def heat_integrand(E):
    return E * (expit(-E / (theta0 + step)) - expit(-E / (theta0 - step)))


def charge_integrand(E):
    return expit(-(E - step) / theta0) - expit(-(E + step) / theta0)


heat_response = quad(heat_integrand, -1.5, 1.5, points=[0.0],
                     epsabs=1e-14, limit=200)[0] / (2 * step)
charge_response = quad(charge_integrand, -1.5, 1.5, points=[0.0],
                       epsabs=1e-14, limit=200)[0] / (2 * step)
lorenz_numeric = heat_response / (theta0 * charge_response)
lorenz = np.pi**2 / 3
assert abs(lorenz_numeric - lorenz) < 1e-6


def uniform_area(s):
    return np.ones_like(s)


def constricted_area(s):
    return 1.0 - 0.7 * np.exp(-((s - 0.3) / 0.1)**2)


def constant_sigma(theta):
    return np.ones_like(theta)


def metallic_sigma(theta):
    return theta0 / theta


def solve_filament(area, sigma, lattice=0.0, side_loss=0.0):
    """Solve for theta, heat flow q, potential u and current.

    lattice: lattice heat conductivity / cold electronic heat conductivity
    side_loss: side heat conductance / cold electronic end-to-end conductance
    The voltage is raised in steps so that each solve starts close by.
    """
    s = np.linspace(0.0, 1.0, 101)
    voltages = np.linspace(V / 8, V, 8)
    first = voltages[0]
    y = np.vstack([np.full_like(s, theta0), first**2 * (s - 0.5), first * s])
    p = np.array([first])
    previous = first
    for voltage in voltages:
        ratio = voltage / previous
        y = y * np.array([[1.0], [ratio**2], [ratio]])
        p = p * ratio

        def equations(s, y, p):
            theta, q, u = y
            conductance = sigma(theta) * area(s)
            heat_conductance = lorenz_numeric * (
                theta * conductance + lattice * theta0 * area(s))
            du = p[0] / conductance
            loss = side_loss * lorenz_numeric * theta0 * (theta - theta0)
            return np.vstack([-q / heat_conductance, p[0] * du - loss, du])

        def ends(left, right, p):
            return np.array([left[0] - theta0, right[0] - theta0,
                             left[2], right[2] - voltage])

        tolerance = 1e-8 if voltage == voltages[-1] else 1e-5
        solution = solve_bvp(equations, ends, s, y, p=p,
                             tol=tolerance, max_nodes=20000)
        assert solution.status == 0, solution.message
        s, y, p = solution.x, solution.y, solution.p
        previous = voltage
    s_peak = brentq(lambda z: solution.sol(z)[1], 0.0, 1.0, xtol=1e-13)
    grid = np.linspace(0.0, 1.0, 4001)
    theta, q, u = solution.sol(grid)
    theta_peak, _, u_peak = solution.sol(s_peak)
    assert theta.max() <= theta_peak + 1e-7      # the stationary point is the peak
    return dict(s=s_peak, peak=theta_peak, u_peak=u_peak, current=p[0],
                theta=theta, u=u, q_left=q[0], q_right=q[-1])


# Derived formulas
voltage_term = 3 * V**2 / (4 * np.pi**2)
theta_m = np.sqrt(theta0**2 + voltage_term)
peak_K = theta_m / kB
theta_quarter = np.sqrt(theta0**2 + 3 / np.pi**2 * (V / 4) * (3 * V / 4))
theta_cold_limit = np.sqrt(voltage_term)
current_ratio = (2 * np.pi * theta0 / (np.sqrt(3) * V)
                 * np.arcsin(np.sqrt(3) * V / (2 * np.pi * theta_m)))
assert abs(peak_K - 1315.0) < 1.0

# Same peak, profile in u and end heat flows for three different filaments
plain = solve_filament(uniform_area, constant_sigma)
metal = solve_filament(uniform_area, metallic_sigma)
necked = solve_filament(constricted_area, metallic_sigma)
for case in (plain, metal, necked):
    profile = np.sqrt(theta0**2 + 3 / np.pi**2 * case["u"] * (V - case["u"]))
    assert np.max(np.abs(case["theta"] - profile)) < 1e-6
    assert abs(case["peak"] - theta_m) < 1e-6
    assert abs(case["u_peak"] - V / 2) < 1e-5
    half_power = case["current"] * V / 2
    assert abs(case["q_left"] + half_power) < 1e-6
    assert abs(case["q_right"] - half_power) < 1e-6
assert abs(necked["s"] - 0.5) > 0.05             # peak moves off the middle
assert abs(metal["current"] / V - current_ratio) < 1e-6

# Lattice heat conduction lowers the peak
r = 1.0
lattice_case = solve_filament(uniform_area, constant_sigma, lattice=r)
theta_lattice = -r * theta0 + np.sqrt((1 + r)**2 * theta0**2 + voltage_term)
assert abs(lattice_case["peak"] - theta_lattice) < 1e-6
assert theta_lattice < theta_m

# Side loss lowers the peak; doubling the length multiplies its strength by 4
loss_strength = 10.0
loss_short = solve_filament(uniform_area, constant_sigma,
                            side_loss=loss_strength)
loss_long = solve_filament(uniform_area, constant_sigma,
                           side_loss=4 * loss_strength)
assert loss_long["peak"] < loss_short["peak"] - 1e-4
assert loss_short["peak"] < theta_m - 1e-4

print(f"Applied voltage times charge V: {V:.3f} eV")
print(f"Ambient temperature: {ambient_K:.1f} K")
print(f"Ambient thermal energy theta_0: {theta0:.6f} eV")
print(f"Lorenz factor from Fermi functions: {lorenz_numeric:.6f} (no unit)")
print(f"Lorenz factor pi^2/3: {lorenz:.6f} (no unit)")
print(f"theta_0 squared: {theta0**2:.8f} eV^2")
print(f"Voltage term 3V^2/(4 pi^2): {voltage_term:.8f} eV^2")
print(f"Peak theta_m, formula: {theta_m:.6f} eV")
print(f"Peak temperature, formula: {peak_K:.1f} K")
print(f"theta at u = V/4, formula: {theta_quarter:.6f} eV")
print(f"Peak theta for zero ambient temperature: {theta_cold_limit:.6f} eV")
print(f"Filament length: {length:.1f} angstrom")
for name, case in (("uniform, constant sigma", plain),
                   ("uniform, metallic sigma", metal),
                   ("constricted, metallic sigma", necked)):
    print(f"[{name}] solved peak theta: {case['peak']:.6f} eV")
    print(f"[{name}] peak position: {case['s'] * length:.2f} angstrom")
    print(f"[{name}] u at peak: {case['u_peak']:.5f} eV")
    print(f"[{name}] current / cold uniform current: "
          f"{case['current'] / V:.5f} (no unit)")
    print(f"[{name}] share of heat to left end: "
          f"{-case['q_left'] / (case['current'] * V):.5f} (no unit)")
print(f"Current ratio, uniform metallic, formula: {current_ratio:.5f} (no unit)")
print(f"Constriction centre: {0.3 * length:.1f} angstrom")
print(f"Smallest area / full area: "
      f"{constricted_area(np.array(0.3)):.2f} (no unit)")
print(f"Lattice / cold electronic heat conductivity r: {r:.1f} (no unit)")
print(f"Peak theta with lattice conduction, formula: {theta_lattice:.6f} eV")
print(f"Peak theta with lattice conduction, solved: "
      f"{lattice_case['peak']:.6f} eV")
print(f"Peak temperature with lattice conduction: {theta_lattice / kB:.1f} K")
print(f"Side-loss strength, given length: {loss_strength:.1f} (no unit)")
print(f"Peak theta with side loss, given length: {loss_short['peak']:.6f} eV")
print(f"Side-loss strength, doubled length: {4 * loss_strength:.1f} (no unit)")
print(f"Peak theta with side loss, doubled length: {loss_long['peak']:.6f} eV")
print("finished without a failed check")
```

It prints:

```
Applied voltage times charge V: 0.400 eV
Ambient temperature: 300.0 K
Ambient thermal energy theta_0: 0.025852 eV
Lorenz factor from Fermi functions: 3.289868 (no unit)
Lorenz factor pi^2/3: 3.289868 (no unit)
theta_0 squared: 0.00066833 eV^2
Voltage term 3V^2/(4 pi^2): 0.01215854 eV^2
Peak theta_m, formula: 0.113256 eV
Peak temperature, formula: 1314.3 K
theta at u = V/4, formula: 0.098930 eV
Peak theta for zero ambient temperature: 0.110266 eV
Filament length: 200.0 angstrom
[uniform, constant sigma] solved peak theta: 0.113256 eV
[uniform, constant sigma] peak position: 100.00 angstrom
[uniform, constant sigma] u at peak: 0.20000 eV
[uniform, constant sigma] current / cold uniform current: 1.00000 (no unit)
[uniform, constant sigma] share of heat to left end: 0.50000 (no unit)
[uniform, metallic sigma] solved peak theta: 0.113256 eV
[uniform, metallic sigma] peak position: 100.00 angstrom
[uniform, metallic sigma] u at peak: 0.20000 eV
[uniform, metallic sigma] current / cold uniform current: 0.31428 (no unit)
[uniform, metallic sigma] share of heat to left end: 0.50000 (no unit)
[constricted, metallic sigma] solved peak theta: 0.113256 eV
[constricted, metallic sigma] peak position: 76.07 angstrom
[constricted, metallic sigma] u at peak: 0.20000 eV
[constricted, metallic sigma] current / cold uniform current: 0.24553 (no unit)
[constricted, metallic sigma] share of heat to left end: 0.50000 (no unit)
Current ratio, uniform metallic, formula: 0.31428 (no unit)
Constriction centre: 60.0 angstrom
Smallest area / full area: 0.30 (no unit)
Lattice / cold electronic heat conductivity r: 1.0 (no unit)
Peak theta with lattice conduction, formula: 0.095934 eV
Peak theta with lattice conduction, solved: 0.095934 eV
Peak temperature with lattice conduction: 1113.3 K
Side-loss strength, given length: 10.0 (no unit)
Peak theta with side loss, given length: 0.094380 eV
Side-loss strength, doubled length: 40.0 (no unit)
Peak theta with side loss, doubled length: 0.063701 eV
finished without a failed check
```
